\section*{Why centroid dynamics red shifts a stretch on cooling}

\section*{The model and the measured frequency}

\noindent Q: Centroid molecular dynamics moves the stretch band of my light-atom bond to lower frequency and broadens it as the simulated temperature drops. I want to know whether the molecule does this or the method does. What is the smallest model that can decide it?

\medskip\noindent A: One particle of mass $m$ in a plane, bound in a ring-shaped valley,
\begin{equation}
V(r)=D\left(1-e^{-a(r-r_e)}\right)^2,\qquad r=|\mathbf q| .
\end{equation}
The radius is the bond length and the angle is its orientation. With $\beta=1/k_BT$, equilibrium is a sum over closed paths $\mathbf q(\tau)$, $0\le\tau\le\beta\hbar$, with weight $e^{-\beta U}$, where $U=\overline{\tfrac12 m\dot{\mathbf q}^2+V}$ and the bar is the average over $\tau$. The centroid is $\mathbf Q=\overline{\mathbf q}$, with $R=|\mathbf Q|$. Its density per unit area defines the mean-force potential, $\rho(R)=e^{-\beta F(R)}$, and centroid molecular dynamics (CMD) is classical motion of mass $m$ on $F$. I take round parameters, $D=0.2\,E_h$, $a=1.1$ bohr$^{-1}$, $r_e=1.8$ bohr and $m=1800\,m_e$. They give a harmonic frequency $a\sqrt{2D/m}$ of 3599 cm$^{-1}$ and a one-dimensional $0\to1$ transition at 3451 cm$^{-1}$. Atomic units are used, with frequencies in cm$^{-1}$.

\medskip\noindent Q: A band has a shape. Which single number do you follow?

\medskip\noindent A: The root-mean-square frequency of the spectrum of $S=R^2$, because it follows from static averages. Write the autocorrelation of $S-\langle S\rangle$ as $C(t)=\int I(\omega)\cos\omega t\,d\omega$. Then $C(0)=\mathrm{Var}\,S$, and stationarity gives $-\ddot C(0)=\langle\dot S^2\rangle$. In CMD $\dot S=2\mathbf Q\cdot\mathbf P/m$, and the momenta are independent of $\mathbf Q$ with $\langle P_iP_j\rangle=\delta_{ij}m/\beta$, so $\langle\dot S^2\rangle=4\langle S\rangle/\beta m$ and
\begin{equation}
\bar\omega^2=\frac{\int\omega^2I\,d\omega}{\int I\,d\omega}=\frac{4\langle S\rangle}{\beta m\,\mathrm{Var}\,S}.
\label{sum}
\end{equation}
The quantum counterpart is the Kubo-transformed spectrum of the operator $\hat A=r^2$, in which the line $i\to j$ has weight $|A_{ij}|^2w_{ij}/Z$ with $w_{ij}=(e^{-\beta E_i}-e^{-\beta E_j})/\beta(E_j-E_i)$. Multiplying by $(E_j-E_i)^2/\hbar^2$ and exchanging $i$ and $j$ in the second term gives
\begin{equation}
\frac{2}{\beta\hbar^2Z}\sum_ie^{-\beta E_i}\sum_j(E_j-E_i)|A_{ij}|^2 .
\end{equation}
The inner sum equals $\tfrac12\langle i|[A,[H,A]]|i\rangle$. Since $[H,A]=-(\hbar^2/2m)(\nabla^2A+2\nabla A\cdot\nabla)$, the double commutator is $(\hbar^2/m)|\nabla A|^2=4\hbar^2r^2/m$, and therefore
\begin{equation}
\omega_Q^2=\frac{4\langle r^2\rangle}{\beta m\,\mathrm{Var}_K r^2}.
\end{equation}
The zero-time Kubo variance is the $\tau$-averaged imaginary-time correlation of $r^2$, which is the variance over paths of $A=\overline{r^2}$. The two expressions have the same form; quantum mechanics uses the mean of the square along the path, and CMD uses the square of the mean. Both include whatever weight sits at zero frequency.

\section*{The centroid inside the ring}

\noindent Q: How much can the order of squaring and averaging matter?

\medskip\noindent A: Put $\mathbf q=\mathbf Q+\delta\mathbf q$ with $\overline{\delta\mathbf q}=0$. The cross term averages to zero, so for every path
\begin{equation}
S=A-G,\qquad G=\overline{|\delta\mathbf q|^2}\ge0 .
\end{equation}
The centroid lies inside the root-mean-square radius of the path by an amount set by the squared radius of gyration $G$. To find the statistics of $G$ I make two assumptions. The stretch is stiff, $\beta\hbar\omega\gg1$ and $\hbar/m\omega r^2\ll1$, so the path stays in a narrow valley around its mean radius $r_c=\overline{r}$. The arc it covers is short, which means that $\eta=b/r_c^2$ is small, with $b=\beta\hbar^2/m$. In polar coordinates, with $\theta$ measured from its mean, the centroid is $\overline{re^{i\theta}}\approx r_c\overline{e^{i\theta}}$, and to second order in $\theta$
\begin{equation}
S=r_c^2\left(1-\overline{\theta^2}\right)=r_c^2-G_\perp,\qquad G_\perp=\overline{y^2},\quad y=r_c\theta .
\label{split}
\end{equation}
The potential does not depend on $\theta$, so the weight of $y(\tau)$ comes from $\overline{\tfrac12m\dot y^2}$. Expand in Matsubara modes, $\omega_k=2\pi k/\beta\hbar$,
\begin{equation}
y=\sqrt2\sum_{k\ge1}(c_k\cos\omega_k\tau+s_k\sin\omega_k\tau).
\end{equation}
Orthogonality gives $G_\perp=\sum_k(c_k^2+s_k^2)$ and $\overline{\tfrac12m\dot y^2}=\sum_k\tfrac12m\omega_k^2(c_k^2+s_k^2)$. Each amplitude is an independent Gaussian of variance $\sigma_k^2=1/\beta m\omega_k^2=b/4\pi^2k^2$. The square of such a variable has mean $\sigma_k^2$ and variance $3\sigma_k^4-\sigma_k^4=2\sigma_k^4$, and there are two per $k$:
\begin{align}
\langle G_\perp\rangle&=2\,\frac{b}{4\pi^2}\sum_k\frac1{k^2}=\frac{b}{2\pi^2}\,\frac{\pi^2}{6}=\frac{b}{12},\\
\mathrm{Var}\,G_\perp&=4\,\frac{b^2}{16\pi^4}\sum_k\frac1{k^4}=\frac{b^2}{4\pi^4}\,\frac{\pi^4}{90}=\frac{b^2}{360}.
\end{align}
Neither contains $r_c$: at this order $G_\perp$ is independent of the radial motion.

\medskip\noindent Q: And what is the distribution of $r_c$ itself?

\medskip\noindent A: Summing over the angular paths at fixed $r_c$ gives the partition function of a plane rotor, $\sum_le^{-\eta l^2/2}$. Poisson summation turns it into $\sqrt{2\pi/\eta}\,\sum_ne^{-2\pi^2n^2/\eta}$. The terms $n\ne0$ are paths that wind around the ring and are negligible for small $\eta$; the remaining factor is proportional to $r_c$. At leading order $r_c$ is then distributed as $r_c\,\rho_1(r_c)$, where $\rho_1$ is the centroid density of the one-dimensional Morse well. This defines a control: planar CMD on $F_1=-\beta^{-1}\ln\rho_1$, with the same anharmonicity and no curvature of the path. Its moments carry the index 0, and from here on $\eta=b/\langle S\rangle_0$. For independent terms in Eq.~(\ref{split}) the means subtract and the variances add:
\begin{equation}
\langle S\rangle=\langle S\rangle_0-\frac b{12},\qquad \mathrm{Var}\,S=\mathrm{Var}_0S+\frac{b^2}{360}.
\end{equation}
Insert these in Eq.~(\ref{sum}), factor out the control values, and use Eq.~(\ref{sum}) for the control, $\mathrm{Var}_0S=4\langle S\rangle_0/\beta m\omega_0^2$:
\begin{equation}
\bar\omega^2=\omega_0^2\,\frac{1-\eta/12}{1+\varepsilon},\qquad
\varepsilon=\frac{b^2}{360\,\mathrm{Var}_0S}=\frac{\beta^3\hbar^4\omega_0^2}{1440\,m\langle S\rangle_0}.
\label{main}
\end{equation}
Both corrections, $\eta/12$ and $\varepsilon$, lower the frequency and both grow on cooling. Both vanish in the classical limit $\beta\hbar^2\to0$ and for a straight valley, $r_e\to\infty$.

\medskip\noindent Q: If the centroid moves inward it approaches the steep wall of the Morse well. I would have expected a blue shift.

\medskip\noindent A: That would follow if the path moved inward, and the control shows such a stiffening: at 150 K, $F_1''$ rises from 0.456 $E_h$/bohr$^2$ at its minimum to 0.622 at $R=1.729$ bohr. But in Eq.~(\ref{split}) the path stays at $r_c$ and the centroid leaves it, like the centre of mass of a bent wire. Replace $G_\perp$ by its mean. Then $R=(r_c^2-b/12)^{1/2}\approx r_c-b/24r_c$ and $dR/dr_c\approx1+\eta/24$. The width of $R$ is stretched by this factor, the squared frequency drops by $\eta/12$, and that is the numerator of Eq.~(\ref{main}). It is the whole effect of the mean inward position at this order, and it is linear in $\beta$. The denominator comes from the fluctuation of $G_\perp$. The centroid can move inward either by compressing the bond or by opening the arc. The first has variance proportional to $T$ and the second to $T^{-2}$, so their ratio $\varepsilon$ grows as $T^{-3}$ as long as $\omega_0$ and $\langle S\rangle_0$ stay fixed.

\section*{The reference calculation}

\noindent Q: Those are leading-order arguments. What do you compare them with?

\medskip\noindent A: With the centroid density obtained without them. Split $e^{-\beta H+ikx}$ into $P$ factors $e^{-\beta\hat T/P}e^{-\beta V/P+ikx/P}$, with $\hat T$ the kinetic energy, and insert position states. The result is the ring polymer of $P$ beads with the extra factor $\exp(ik\sum_jx_j/P)$, so for $P\to\infty$
\begin{equation}
\chi(k)=\langle e^{ikQ_x}\rangle=\frac{\mathrm{Tr}\,e^{-\beta H+ikx}}{\mathrm{Tr}\,e^{-\beta H}} .
\end{equation}
In one dimension at 150 K and $k=30$ bohr$^{-1}$, a 1024-bead integral gives $0.41899+0.46242i$ and the trace gives $0.41893+0.46246i$. In the plane the trace is taken in states $u_{nl}(r)e^{il\theta}/\sqrt{2\pi r}$, where $u$ feels $V+\hbar^2(l^2-\tfrac14)/2mr^2$ and $x=r\cos\theta$ couples $l$ to $l\pm1$. The angular average gives $\chi(k)=2\pi\int R\rho J_0(kR)\,dR$. For a real field, $ik\to s$, the Bessel function becomes $I_0(sR)$ and its series gives $\sum_n\langle S^n\rangle(s^2/4)^n/(n!)^2$, from which the moments are read. For the full density, take $L$ beyond which $\rho$ is negligible and expand $\rho=\sum_nc_nJ_0(j_nR/L)$ with $J_0(j_n)=0$. The orthogonality integral $\int_0^LRJ_0^2(j_nR/L)\,dR=L^2J_1^2(j_n)/2$ gives $c_n=\chi(j_n/L)/\pi L^2J_1^2(j_n)$. At 150 K the moments of this density were tested against the real-field moments. This reference is a finite-basis solution of the planar model. It leaves out the third dimension, the other atoms, and any error of the potential itself.

\medskip\noindent Q: Take me through one temperature.

\medskip\noindent A: At 150 K, $\beta=2105.2\,E_h^{-1}$, so $b=2105.2/1800=1.1696$ bohr$^2$, $b/12=0.0975$ bohr$^2$ and $b^2/360=3.80\times10^{-3}$ bohr$^4$. The reference has $\langle S\rangle_0-\langle S\rangle=3.3461-3.2489=0.0972$ bohr$^2$. Its excess variance is $(17.719-14.103)\times10^{-3}=3.616\times10^{-3}$ bohr$^4$, which is 0.952 of the leading value. Next, $\eta=1.1696/3.3461=0.3495$ and $\varepsilon=3.799/14.103=0.2694$, so that
\begin{equation}
\bar\omega=3473\sqrt{\frac{0.9709}{1.2694}}=3473\times0.8746\approx3037\ \mathrm{cm}^{-1},
\end{equation}
or 3038 cm$^{-1}$ from unrounded inputs. The reference is 3053 cm$^{-1}$. The 15 cm$^{-1}$ error is 0.5\% of the frequency and 3.6\% of the 420 cm$^{-1}$ shift from the control. The numerator alone multiplies the frequency by $\sqrt{0.9709}=0.985$ and the denominator alone by $1/\sqrt{1.2694}=0.888$. The order of importance reverses when hot: at 600 K $\eta/12=0.0073$ exceeds $\varepsilon=0.0042$, while at 400 K it is already 0.0109 against 0.0141.

The full scan is in the numerical output below. From 600 to 100 K the CMD value falls from 3436 to 2508 cm$^{-1}$. Over the same range the thermally averaged quantum $0\to1$ band origin goes from 3445 to 3450, $\omega_Q$ from 3447 to 3457, and the control from 3455 to 3475 cm$^{-1}$; each was tested to vary by less than 1.5\% of its mean. In this model the red shift belongs to the method, and anharmonicity alone does not produce it. Curvature is tested directly by doubling $r_e$. To first order in $\eta$, Eq.~(\ref{main}) gives $\bar\omega^{-2}-\omega_0^{-2}\approx\eta/12\omega_0^2+\beta^3\hbar^4/1440m\langle S\rangle_0$, and both terms scale as $1/\langle S\rangle_0$. At 150 K the computed ratio of this difference for $r_e=3.6$ and 1.8 bohr is 0.2567, and the ratio of $1/\langle S\rangle_0$ is 0.2541.

\medskip\noindent Q: The formula overshoots when cold, 2459 against 2508 cm$^{-1}$ at 100 K. Why?

\medskip\noindent A: Equation~(\ref{split}) was cut at second order in $\theta$. With $v_n=\overline{\theta^n}$ and $v_1=0$,
\begin{equation}
\left|\overline{e^{i\theta}}\right|^2=\left(1-\tfrac{v_2}{2}+\tfrac{v_4}{24}\right)^2+\left(\tfrac{v_3}{6}\right)^2+\dots=1-v_2+\tfrac{v_2^2}{4}+\tfrac{v_4}{12}+\dots
\end{equation}
The fourth-order terms are positive and grow with $v_2$, so they weaken the response of $S$ to the arc. For the mean, $\langle v_2^2\rangle=\eta^2(1/144+1/360)$, and $\langle v_4\rangle=3(\eta/12)^2$ because $\theta(\tau)$ is Gaussian. The correction is $\eta^2(1/576+1/1440+1/576)=\eta^2/240$, a factor $1-\eta/20$ on $\eta/12$. A rigid ring solved numerically gives 0.9950 at $\eta=0.1$ and 0.9975 at $\eta=0.05$. Its variance is 0.9788 and 0.9893 of $b^2/360$, a deficit near $0.21\eta$, and linear extrapolation of both ratios to $\eta=0$ was tested to give 1. A second correction has the opposite sign. The rotational constant of the vibrational ground state involves $\langle r^{-2}\rangle$, and $\langle r\rangle^2\langle r^{-2}\rangle=1.0159$ raises $b^2/360$ by $1.0159^2=1.032$. A rigid ring of radius $\langle r\rangle$ with $\eta_{\rm eff}=b\langle r^{-2}\rangle$ contains both. It gives $3.634\times10^{-3}$ bohr$^4$ at 150 K against 3.616, and 7.875 at 100 K against $17.243-9.388=7.855$, in the same unit. The match is poorer when hot, 0.240 against $57.388-57.160=0.228$ at 600 K. There the excess is so small a part of the variance that the term $-\hbar^2/8mr^2$, absent from the control, accounts for most of the gap. At 100 K, where $\eta=0.52$, the leading formula errs by 49 cm$^{-1}$, which is 2\% of the frequency and 5\% of the shift.

\section*{The flattened potential}

\noindent Q: A larger variance does not tell me the shape of $F$. In what sense is it flattened?

\medskip\noindent A: Look at the path of least $U$ for a given centroid $(R,0)$. The collapsed path, all beads at the centroid, has $U=V(R)$. A transverse displacement $y$ changes the radius to $\sqrt{R^2+y^2}\approx R+y^2/2R$, so mode $k$ has stiffness $m\omega_k^2+V'(R)/R$. Inside $r_e$ the slope $V'$ is negative, and the mode $k=1$ becomes unstable below the radius $R_c$ fixed by
\begin{equation}
-V'(R_c)=KR_c,\qquad K=m\omega_1^2 .
\label{Rc}
\end{equation}
Below $R_c$ try the arc $\theta=\Theta\cos\omega_1\tau$ at radius $r$. Then $U=V(r)+\tfrac14Kr^2\Theta^2$, because $\overline{\sin^2}=\tfrac12$, and $R=rJ_0(\Theta)=r(1-\Theta^2/4+\Theta^4/64)$. With $z=1-R/r$, inversion gives $\Theta^2/4=z+z^2/4$, so $U=V(r)+K[r(r-R)+\tfrac14(r-R)^2]$. One more distortion enters at order $(r-R)^2$, a radial breathing $u\cos2\omega_1\tau$. Its own cost is $\tfrac14(V''+4K)u^2$. It couples to the arc twice. In the kinetic term, $\tfrac12mr^2\dot\theta^2$ gains $mru\cos2\omega_1\tau\,\dot\theta^2$ with $\dot\theta^2=\tfrac12\Theta^2\omega_1^2(1-\cos2\omega_1\tau)$, which averages to $-\tfrac14Kru\Theta^2$. In the constraint, $\overline{r\cos\theta}$ gains $-\tfrac12u\Theta^2\,\overline{\cos2\omega_1\tau\cos^2\omega_1\tau}=-\tfrac18u\Theta^2$, so at fixed $R$ the quantity $\Theta^2/4$ drops by $u\Theta^2/8r$ and $U$ by $\tfrac18Kru\Theta^2$. The linear term totals $-\tfrac38Kr\Theta^2u$. Minimizing over $u$ lowers $U$ by $\tfrac9{64}K^2r^2\Theta^4/(V''+4K)$, and $r^2\Theta^4=16(r-R)^2$ at this order. Hence
\begin{equation}
U=V(r)+K\left[r(r-R)+\gamma(r-R)^2\right],\qquad\gamma=\frac14-\frac{9K}{4(V''+4K)} .
\end{equation}
At $r=R$ the condition $\partial U/\partial r=0$ returns Eq.~(\ref{Rc}). Since $U$ is stationary in $r$, the slope along the minimum is $\partial U/\partial R=-Kr-2\gamma K(r-R)$, which starts at $-KR_c$ and joins $V'$ continuously. The second derivatives just below $R_c$ are $U_{RR}=2\gamma K$, $U_{rR}=-K(1+2\gamma)$ and $U_{rr}=V''+2K+2\gamma K$. Relaxation gives $dr/dR=-U_{rR}/U_{rr}$, so
\begin{equation}
\frac{d^2U}{dR^2}=2\gamma K-\frac{K^2(1+2\gamma)^2}{V''+2K+2\gamma K}.
\end{equation}
The curvature drops from $V''$ to a fraction of $K$.

At 150 K, $K=0.01603$ $E_h$/bohr$^2$, $R_c=1.7470$ bohr and $V''(R_c)=0.5747$ $E_h$/bohr$^2$. Then $\gamma=0.25-0.0361/0.6388=0.1935$, and the curvature is $0.00620-0.00081\approx0.0054$ $E_h$/bohr$^2$. Direct minimization over eight cosine modes per direction, with the slope differenced between $R_c-0.03$ and $R_c-0.01$ bohr, gives 0.00547, about 1\% of $V''(R_c)$. The arc amplitude vanishes at $R_c+0.005$ bohr and is 0.183 bohr at $R_c-0.005$ bohr. At $R_c-0.02$ bohr the slope is $-0.02812$ $E_h$/bohr; the formula gives $-0.02801-0.02\times0.0054=-0.02812$, while the collapsed path would have $V'=-0.03988$.

\medskip\noindent Q: That is one optimal path. Does the thermal potential inherit it?

\medskip\noindent A: On the far inner side it does. Large $G_\perp$ is cheapest in the pair $k=1$, for which $c_1^2+s_1^2=G$ has the density $e^{-\beta KG/2}$. An inward displacement $\Delta$ of the centroid needs $G\approx2r\Delta$, so $\rho\propto e^{-\beta Kr\Delta}$ and $F'\approx-Kr$. At $R=1.629$ bohr, 0.2 bohr inside $r_0=\langle S\rangle_0^{1/2}=1.829$ bohr, the estimate is $-0.0293$ $E_h$/bohr and the reference gives $-0.0286$, against $-0.1249$ for the control. The curvature there is 0.0056 against 0.8417 $E_h$/bohr$^2$, and the point lies $7.75\,k_BT$ above the minimum instead of $23.3\,k_BT$. The value 0.0056 is close to the arc curvature, but it was tested merely to lie below 15\% of the control curvature at the minimum, and I leave the closer agreement as an observation. Unlike $U$, $F$ has no sharp threshold, since $\rho=e^{-\beta F}$ is, at the order of Eq.~(\ref{split}), a Gaussian-like radial density convolved with the one-sided density of $G_\perp$. Its minimum moves from 1.8266 to 1.8025 bohr and the curvature there falls from 0.4555 to 0.3777 $E_h$/bohr$^2$.

The same parameter $\varepsilon$ says when the flat region is within reach. For a harmonic wall, Eq.~(\ref{Rc}) gives $r_e-R_c\approx r\,\omega_1^2/\omega^2$. Divide by the thermal width $\sigma=(\beta m\omega_0^2)^{-1/2}$ and set $r^2\to\langle S\rangle_0$, $\omega\to\omega_0$:
\begin{equation}
\frac{r_e-R_c}{\sigma}\approx\frac{4\pi^2r\sqrt m}{\beta^{3/2}\hbar^2\omega_0}=\frac{4\pi^2}{\sqrt{1440\,\varepsilon}} .
\end{equation}
This gives 2.00 at 150 K, while $0.0530/0.0325=1.63$. Three factors account for the gap: $(3473/3599)^2=0.931$ from the choice of frequency, $R_c/r_0=0.955$ from the choice of radius, and 0.916 from the Morse wall, which reaches the force 0.02801 at 0.0530 bohr instead of $0.02801/2Da^2=0.0579$ bohr. Their product is 0.814, and $1.63/2.00=0.815$.

\section*{The band itself}

\noindent Q: I observe a band, not a second moment. Does the band move as much?

\medskip\noindent A: At 150 K its intensity-weighted centre does; its maximum moves somewhat less. On a central potential the angular momentum $L_z$ is conserved and $R$ moves periodically in $F+L_z^2/2mR^2$. The phase-space element $dR\,dP_R$ equals $dE\,dt$, so each orbit has weight $T_{\rm orb}e^{-\beta E}dE\,dL_z$. Along an orbit $S(t)=\sum_nc_ne^{in\Omega t}$ with $\Omega=2\pi/T_{\rm orb}$, and the fundamental enters the spectrum of $\dot S$ with weight $\Omega^2|c_1|^2$. Summed over all harmonics, the orbits return 3053 cm$^{-1}$, a test of Eq.~(\ref{sum}); the zero-frequency share of the variance is 0.3\%. The fundamental is centred at 3060 cm$^{-1}$ with a standard deviation of 102 cm$^{-1}$, against 3481 and 7 cm$^{-1}$ for the control, a shift of $-421$ cm$^{-1}$. The harmonic frequencies at the minima, 3179 and 3492 cm$^{-1}$, differ by 313 cm$^{-1}$. The remainder and the width come from larger orbits, which reach the flat side and run slower: at small $L_z$ the orbit frequency falls from about 3174 cm$^{-1}$ at radial energy $0.1\,k_BT$ to 3127 at $k_BT$ and 2909 at $4\,k_BT$, while the control goes from 3491 to 3487 and 3474. The line is therefore skewed to low frequency. Its maximum lies near 3135 cm$^{-1}$, against about 3485 for the control, so the peak shifts by roughly $-350$ cm$^{-1}$, less than the centre. At lower temperature, where $\varepsilon$ approaches 1, the agreement of centre and root-mean-square frequency was not examined.

\medskip\noindent Q: My dipole is closer to $x$ than to $r^2$. Is CMD not reliable for linear operators?

\medskip\noindent A: At zero time it is. The centroid of $x$ is $Q_x$, so $\langle Q_x^2\rangle=\langle S\rangle/2$ equals the Kubo value $K_{xx}(0)$, which was tested at each temperature to $10^{-7}$ relative. That fixes a total weight of the spectrum and not the position of one band inside it. In CMD, $Q_x=R\cos\Phi$, with $\Phi$ the polar angle of the centroid, so the radial frequency $\Omega$ appears with rotational sidebands; I have not computed that line shape. For a bond free to turn in three dimensions there are two transverse directions, and the same mode counting doubles $b/12$ and $b^2/360$ at leading order; that case was not computed either. If a bending or hindering force of frequency $\omega_b$ acts along the valley, $\omega_k^2$ in $\sigma_k^2$ becomes $\omega_k^2+\omega_b^2$, so the free-mode values apply when $\omega_b\ll2\pi/\beta\hbar$ and overestimate the contribution of these modes otherwise.

\section*{Table of computed values}
\begin{verbatim}
D=0.2 Eh, a=1.1 1/bohr, re=1.8 bohr, m=1800.0 me
harmonic w=3598.9, anharm wx=73.8, 1D w01=3451.4 cm-1
1D ground state <r>=1.8284 bohr, <r>^2<1/r^2>=1.0159
1D 150 K k=30.0 1/bohr: 1024 beads 0.41899+0.46242j, trace 0.41893+0.46246j
rigid ring eta=0.1: <G>/(b/12)=0.9950, VarG/(b^2/360)=0.9788
rigid ring eta=0.05: <G>/(b/12)=0.9975, VarG/(b^2/360)=0.9893
T/K beta/Eh^-1 <S>0 <S> b/12 (bohr^2) eta eps
600 526.3 3.3556 3.3310 0.0244 0.0871 0.0042
400 789.4 3.3514 3.3145 0.0365 0.1309 0.0141
300 1052.6 3.3493 3.3003 0.0487 0.1746 0.0335
200 1578.9 3.3472 3.2740 0.0731 0.2621 0.1135
150 2105.2 3.3461 3.2489 0.0975 0.3495 0.2694
100 3157.8 3.3450 3.2006 0.1462 0.5244 0.9106
T/K Var0S VarS b^2/360 rotorVar (1e-3 bohr^4) excess/(b^2/360)
600 57.160 57.388 0.237 0.240 0.961
400 37.878 38.401 0.534 0.536 0.978
300 28.327 29.256 0.950 0.944 0.978
200 18.831 20.898 2.137 2.083 0.967
150 14.103 17.719 3.799 3.634 0.952
100 9.388 17.243 8.549 7.875 0.919
T/K quantum 0-1 origin, quantum rms, control rms, CMD rms, formula (cm-1)
600 3445 3447 3455 3436 3436
400 3447 3451 3464 3421 3421
300 3448 3453 3468 3387 3386
200 3449 3455 3471 3259 3254
150 3450 3456 3473 3053 3038
100 3450 3457 3475 2508 2459
150 K re=3.6 bohr: control 3476, CMD 3352 cm-1
ratio of shifts in 1/w^2 0.2567, ratio of 1/<S>0 0.2541
150 K: K=0.01603 Eh/bohr^2, r0=sqrt<S>0=1.8292 bohr, tail R=1.6292 bohr
control F'' at R=1.7292 bohr: plain 0.62232, shifted contour 0.62232 Eh/bohr^2
control: Rmin=1.8266 bohr, F''=0.4555 Eh/bohr^2, w_harm=3492 cm-1
control: tail beta*dF=23.32, F'=-0.1249 Eh/bohr, F''=0.8417 Eh/bohr^2
control: orbits rms 3473, band centre 3481, sd 7 cm-1, zero-freq part 0.0045
CMD 2D: Rmin=1.8025 bohr, F''=0.3777 Eh/bohr^2, w_harm=3179 cm-1
CMD 2D: tail beta*dF=7.75, F'=-0.0286 Eh/bohr, F''=0.0056 Eh/bohr^2
CMD 2D: orbits rms 3053, band centre 3060, sd 102 cm-1, zero-freq part 0.0028
tail slope estimate -K r0=-0.0293 Eh/bohr; band shift -421 cm-1
Rc=1.7470 bohr, arc amplitude at Rc+0.005: 0.0000, Rc-0.005: 0.1833 bohr
at Rc-0.02: slope -0.02812, -K Rc -0.02801, V' -0.03988 Eh/bohr
gamma 0.1935; curvature 0.00547, formula 0.00540, V''(Rc) 0.5747 Eh/bohr^2
thermal width 0.0325 bohr, (re-Rc)/width 1.63, harmonic estimate 2.00
\end{verbatim}
